# What the missing-wedge elongation factor measures for a Gaussian particle: verification in Python

```python
"""
Result under test: for single-axis tomography with tilts from -a to a, the factor
    e = sqrt((a + sin a cos a) / (a - sin a cos a))
is the ratio (z over x) of PEAK-CURVATURE widths of a reconstructed isotropic
smooth particle. The ratio of full widths at half maximum (FWHM) is different
and depends on the particle profile.
Symbols: y tilt axis, z beam direction at zero tilt, x across the axis;
a largest tilt; s standard deviation of the Gaussian particle (unit peak);
t detector coordinate; R radius of a uniform sphere. Lengths in nm.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.signal import fftconvolve
from scipy.special import dawsn


# ---------- derived formulas ----------
def elongation_formula(a):
    sc = np.sin(a) * np.cos(a)
    return np.sqrt((a + sc) / (a - sc))


def gaussian_profile(r, a, axis):
    """Reconstructed Gaussian on the x or z axis; r in units of s."""
    trig = np.cos if axis == "x" else np.sin

    def integrand(q):
        u = r * trig(q) / np.sqrt(2)
        return 1 - 2 * u * dawsn(u)
    return 2 / np.pi * quad(integrand, 0, a, limit=300)[0]


def gaussian_half_point(a, axis):
    """Distance from the centre to half maximum, in units of s."""
    return brentq(lambda r: gaussian_profile(r, a, axis) - a / np.pi, 0.3, 6)


def sphere_elongation(a):
    return 1 / np.sqrt(1 - (np.cos(a) / np.cos(a / 2)) ** 2)


# ---------- numerical tomography from the definition ----------
def project(density, tilts, t, ray):
    """Sum the density along rays for every tilt."""
    step = ray[1] - ray[0]
    images = []
    for q in tilts:
        x = t[:, None] * np.cos(q) - ray[None, :] * np.sin(q)
        z = t[:, None] * np.sin(q) + ray[None, :] * np.cos(q)
        images.append(density(x, z).sum(axis=1) * step)
    return np.array(images)


def ramp_filter(images, pixel):
    """Band-limited ramp filter applied as a real-space convolution."""
    n = images.shape[1]
    j = np.arange(-(n - 1), n)
    kernel = np.zeros(j.size)
    kernel[j == 0] = 1 / (4 * pixel**2)
    odd = j % 2 != 0
    kernel[odd] = -1 / (np.pi * j[odd] * pixel) ** 2
    full = fftconvolve(images, kernel[None, :], mode="full", axes=1)
    return pixel * full[:, n - 1:2 * n - 1]


def tilt_series(a_deg, step_deg):
    count = int(round(2 * a_deg / step_deg)) + 1
    tilts = np.radians(np.linspace(-a_deg, a_deg, count))
    weights = np.full(count, np.radians(step_deg))
    weights[[0, -1]] /= 2
    return tilts, weights


def axis_profiles(images, t, tilts, weights, r, shifts=None):
    """Back-project onto the points r of the x axis and of the z axis."""
    filtered = ramp_filter(images, t[1] - t[0])
    if shifts is None:
        shifts = np.zeros(len(tilts))
    along_x, along_z = np.zeros(r.size), np.zeros(r.size)
    for row, q, w, d in zip(filtered, tilts, weights, shifts):
        spline = CubicSpline(t, row)
        along_x += w * spline(r * np.cos(q) + d)
        along_z += w * spline(r * np.sin(q) + d)
    return along_x, along_z


def fwhm(r, f):
    """Full width at half of the central value; r is symmetric about 0."""
    mid = r.size // 2
    half = f[mid] / 2
    total = 0.0
    for side in (f[mid:], f[mid::-1]):
        i = int(np.argmax(side < half))
        assert i > 0, "half maximum not reached"
        total += (i - 1 + (side[i - 1] - half) / (side[i - 1] - side[i]))
    return total * (r[1] - r[0])


def peak_curvature(r, f, h):
    """Fourth-order central second difference at the centre."""
    mid = r.size // 2
    m = int(round(h / (r[1] - r[0])))
    near = f[mid + m] + f[mid - m]
    far = f[mid + 2 * m] + f[mid - 2 * m]
    return (-far + 16 * near - 30 * f[mid]) / (12 * h**2)


def curvature_elongation(r, fx, fz, h=0.4):
    return np.sqrt(peak_curvature(r, fx, h) / peak_curvature(r, fz, h))


# ---------- example parameters ----------
a_deg, step_deg, pixel, true_fwhm = 60.0, 2.0, 0.25, 5.0
a = np.radians(a_deg)
s = true_fwhm / (2 * np.sqrt(2 * np.log(2)))
t = np.arange(-80, 81) * pixel
ray = np.arange(-60, 61) * pixel
r = np.arange(-350, 351) * 0.02
tilts, weights = tilt_series(a_deg, step_deg)


def gaussian(x, z):
    return np.exp(-(x**2 + z**2) / (2 * s**2))


def broad_top(x, z):
    return gaussian(x, z) * (1 + 0.2 * (x**2 + z**2) / s**2)


# ---------- main reconstruction against the formulas ----------
e = elongation_formula(a)
assert abs(e - 1.55) < 0.005
images = project(gaussian, tilts, t, ray)
fx, fz = axis_profiles(images, t, tilts, weights, r)
peak = fx[r.size // 2]
e_curv = curvature_elongation(r, fx, fz)
width_x, width_z = fwhm(r, fx), fwhm(r, fz)
e_fwhm = width_z / width_x
half_x, half_z = gaussian_half_point(a, "x"), gaussian_half_point(a, "z")
assert abs(peak - 2 * a / np.pi) < 2e-3
assert abs(e_curv - e) < 5e-3
assert abs(width_x - 2 * s * half_x) < 0.02
assert abs(width_z - 2 * s * half_z) < 0.02
assert abs(e_fwhm - e) > 0.05      # the two definitions really differ

# separate curvature widths, not only their ratio
sc = np.sin(a) * np.cos(a)
curv_wx = s * np.sqrt(a / (a + sc))
curv_wz = s * np.sqrt(a / (a - sc))
num_wx = np.sqrt(-peak / peak_curvature(r, fx, 0.4))
num_wz = np.sqrt(-peak / peak_curvature(r, fz, 0.4))
assert abs(num_wx / curv_wx - 1) < 5e-3
assert abs(num_wz / curv_wz - 1) < 5e-3

# another isotropic smooth profile: same curvature ratio, other FWHM ratio
bx, bz = axis_profiles(project(broad_top, tilts, t, ray), t, tilts, weights, r)
e_curv_broad = curvature_elongation(r, bx, bz)
e_fwhm_broad = fwhm(r, bz) / fwhm(r, bx)
assert abs(e_curv_broad - e) < 8e-3
assert abs(e_fwhm_broad - e_fwhm) > 0.01

# Dawson form against the two-dimensional Fourier integral over the wedge
for x0, z0, axis in ((1.3, 0.0, "x"), (0.0, 1.7, "z")):
    direct = 2 / np.pi * dblquad(
        lambda kz, kx: np.exp(-(kx**2 + kz**2) / 2)
        * np.cos(kx * x0) * np.cos(kz * z0),
        0, 9, 0, lambda kx: kx * np.tan(a))[0]
    assert abs(direct - gaussian_profile(x0 + z0, a, axis)) < 1e-6

# far tails fall as the inverse square, with opposite signs
far = 40.0
tail_x = gaussian_profile(far, a, "x") * far**2
tail_z = gaussian_profile(far, a, "z") * far**2
assert abs(tail_x / (-2 * np.tan(a) / np.pi) - 1) < 0.02
assert abs(tail_z / (2 / np.tan(a) / np.pi) - 1) < 0.02

# a complete tilt range returns the original particle
full_tilts, full_weights = tilt_series(90.0, step_deg)
gx, gz = axis_profiles(project(gaussian, full_tilts, t, ray), t,
                       full_tilts, full_weights, r)
assert np.max(np.abs(gx - gaussian(r, 0))) < 3e-3
assert np.max(np.abs(gz - gaussian(0, r))) < 3e-3

# ---------- uniform sphere: central slice is a disk ----------
R = true_fwhm / 2
t_fine = np.arange(-400, 401) * 0.02
chord = 2 * np.sqrt(np.clip(R**2 - t_fine**2, 0, None))
disk_tilts, disk_weights = tilt_series(a_deg, 0.25)
disk_images = np.tile(chord, (disk_tilts.size, 1))
dx, dz = axis_profiles(disk_images, t_fine, disk_tilts, disk_weights, r)
sphere_x, sphere_z = fwhm(r, dx), fwhm(r, dz)
# tolerance: edge position is uncertain by about one 0.02 nm pixel per side
assert abs(sphere_x - 2 * R) < 0.05
assert abs(sphere_z / sphere_x - sphere_elongation(a)) < 0.015

# ---------- neglected effects ----------
equal = np.full(tilts.size, np.radians(step_deg))
qx, qz = axis_profiles(images, t, tilts, equal, r)
e_equal_curv = curvature_elongation(r, qx, qz)
e_equal_fwhm = fwhm(r, qz) / fwhm(r, qx)
assert abs(e_equal_curv
           - elongation_formula(a + np.radians(step_deg) / 2)) < 5e-3

saturation = 0.2
top = images.max()
damped = top * (1 - np.exp(-saturation * images / top)) / saturation
signal_loss = 1 - damped.max() / top
sx, sz = axis_profiles(damped, t, tilts, weights, r)
e_sat_curv = curvature_elongation(r, sx, sz)
e_sat_fwhm = fwhm(r, sz) / fwhm(r, sx)
assert abs(e_sat_curv - e) < 8e-3

rng = np.random.default_rng(7)
repeats, noise_level, jitter = 60, 0.01, 0.25
noisy, shifted = [], []
for _ in range(repeats):
    grain = rng.normal(0, noise_level * top, images.shape)
    nx, nz = axis_profiles(images + grain, t, tilts, weights, r)
    noisy.append(fwhm(r, nz) / fwhm(r, nx))
    moves = rng.normal(0, jitter, tilts.size)
    jx, jz = axis_profiles(images, t, tilts, weights, r, moves)
    shifted.append(fwhm(r, jz) / fwhm(r, jx))

semi_angle = 0.010
beam_spread = semi_angle * true_fwhm / 2

# ---------- printed numbers ----------
print(f"largest tilt: {a_deg:.0f} deg = {a:.4f} rad")
print(f"sin a cos a: {sc:.4f}")
print(f"a + sin a cos a: {a + sc:.4f}")
print(f"a - sin a cos a: {a - sc:.4f}")
print(f"ratio under the root: {(a + sc) / (a - sc):.4f}")
print(f"elongation formula e: {e:.4f}")
print(f"true particle FWHM: {true_fwhm:.2f} nm, s = {s:.4f} nm")
print(f"pixel: {pixel:.2f} nm, tilt step: {step_deg:.0f} deg, "
      f"images: {tilts.size}")
print(f"peak, reconstructed: {peak:.4f}; formula: {2 * a / np.pi:.4f}")
print(f"curvature width x, formula: {curv_wx:.4f} nm; "
      f"reconstructed: {num_wx:.4f} nm")
print(f"curvature width z, formula: {curv_wz:.4f} nm; "
      f"reconstructed: {num_wz:.4f} nm")
print(f"curvature widths over s: x {curv_wx / s:.4f}, z {curv_wz / s:.4f}")
print(f"curvature elongation, reconstructed: {e_curv:.4f}")
print(f"half-maximum points over s: x {half_x:.4f}, z {half_z:.4f}")
print(f"FWHM x, theory: {2 * s * half_x:.3f} nm; "
      f"reconstructed: {width_x:.3f} nm")
print(f"FWHM z, theory: {2 * s * half_z:.3f} nm; "
      f"reconstructed: {width_z:.3f} nm")
print(f"FWHM elongation, theory: {half_z / half_x:.4f}; "
      f"reconstructed: {e_fwhm:.4f}")
print(f"FWHM elongation over e, minus 1: {100 * (e_fwhm / e - 1):.1f} %")
print(f"FWHM over true FWHM: x {width_x / true_fwhm:.3f}, "
      f"z {width_z / true_fwhm:.3f}")
print(f"broad-top profile: curvature {e_curv_broad:.4f}, "
      f"FWHM {e_fwhm_broad:.4f}")
print(f"tail times (r/s)^2 at r = {far:.0f} s: x {tail_x:.4f}, z {tail_z:.4f}")
print(f"tail limits: x {-2 * np.tan(a) / np.pi:.4f}, "
      f"z {2 / np.tan(a) / np.pi:.4f}")
print(f"uniform sphere FWHM: x {sphere_x:.3f} nm, z {sphere_z:.3f} nm")
print(f"uniform sphere elongation: theory {sphere_elongation(a):.4f}, "
      f"reconstructed {sphere_z / sphere_x:.4f}")
print("tilt range: e, Gaussian FWHM ratio, sphere FWHM ratio")
for deg in (50, 60, 70, 80):
    b = np.radians(deg)
    ratio = gaussian_half_point(b, "z") / gaussian_half_point(b, "x")
    print(f"  +-{deg} deg: {elongation_formula(b):.3f}, {ratio:.3f}, "
          f"{sphere_elongation(b):.3f}")
print(f"equal image weights: curvature {e_equal_curv:.4f}, "
      f"FWHM {e_equal_fwhm:.4f}")
print(f"saturation, central signal loss: {100 * signal_loss:.1f} %")
print(f"saturated signal: curvature {e_sat_curv:.4f}, FWHM {e_sat_fwhm:.4f}")
print(f"noise {100 * noise_level:.0f} % of peak signal, {repeats} runs: "
      f"FWHM ratio {np.mean(noisy):.3f}, spread {np.std(noisy, ddof=1):.3f}")
print(f"jitter {jitter:.2f} nm rms, {repeats} runs: "
      f"FWHM ratio {np.mean(shifted):.3f}, "
      f"spread {np.std(shifted, ddof=1):.3f}")
print(f"beam semi-angle: {1000 * semi_angle:.0f} mrad; "
      f"spread at half FWHM from focus: {beam_spread:.3f} nm")
print("no test failed")
```

Printed output:

```
largest tilt: 60 deg = 1.0472 rad
sin a cos a: 0.4330
a + sin a cos a: 1.4802
a - sin a cos a: 0.6142
ratio under the root: 2.4100
elongation formula e: 1.5524
true particle FWHM: 5.00 nm, s = 2.1233 nm
pixel: 0.25 nm, tilt step: 2 deg, images: 61
peak, reconstructed: 0.6667; formula: 0.6667
curvature width x, formula: 1.7859 nm; reconstructed: 1.7861 nm
curvature width z, formula: 2.7725 nm; reconstructed: 2.7719 nm
curvature widths over s: x 0.8411, z 1.3058
curvature elongation, reconstructed: 1.5519
half-maximum points over s: x 0.9410, z 1.5704
FWHM x, theory: 3.996 nm; reconstructed: 3.997 nm
FWHM z, theory: 6.669 nm; reconstructed: 6.668 nm
FWHM elongation, theory: 1.6688; reconstructed: 1.6685
FWHM elongation over e, minus 1: 7.5 %
FWHM over true FWHM: x 0.799, z 1.334
broad-top profile: curvature 1.5521, FWHM 1.6428
tail times (r/s)^2 at r = 40 s: x -1.1068, z 0.3683
tail limits: x -1.1027, z 0.3676
uniform sphere FWHM: x 4.983 nm, z 6.120 nm
uniform sphere elongation: theory 1.2247, reconstructed 1.2282
tilt range: e, Gaussian FWHM ratio, sphere FWHM ratio
  +-50 deg: 1.895, 2.063, 1.419
  +-60 deg: 1.552, 1.669, 1.225
  +-70 deg: 1.309, 1.382, 1.101
  +-80 deg: 1.131, 1.166, 1.027
equal image weights: curvature 1.5244, FWHM 1.6363
saturation, central signal loss: 9.4 %
saturated signal: curvature 1.5520, FWHM 1.6564
noise 1 % of peak signal, 60 runs: FWHM ratio 1.669, spread 0.057
jitter 0.25 nm rms, 60 runs: FWHM ratio 1.668, spread 0.004
beam semi-angle: 10 mrad; spread at half FWHM from focus: 0.025 nm
no test failed
```
